# Star Functions: Phases from Fractional Translations, Orthogonality, Normalization and Extinction

**Setting.** In full-potential augmented-plane-wave methods the density and potential between the atomic spheres are written as Fourier series. When these functions have the full symmetry of the crystal, the series can be grouped into stars. The crystal has a primitive cell of volume $\Omega$, lattice vectors $T$ and reciprocal vectors $G$, defined by $G\cdot T\in 2\pi\mathbb{Z}$. For lattice-periodic functions,

$$e_G(r)=e^{iG\cdot r},\qquad \langle f|h\rangle=\frac1\Omega\int_{\rm cell} f^*h\,d^3r,\qquad f(G)=\langle e_G|f\rangle .$$

In fractional coordinates $\langle e_G|e_{G'}\rangle$ is a product of three integrals $\int_0^1e^{2\pi i nx}dx=\delta_{n0}$, so it equals $\delta_{GG'}$. A space-group operation $g=\{R|t\}$ maps $r\to Rr+t$ with $R$ orthogonal, and acts on functions by $(O_gf)(r)=f(g^{-1}r)$. There are $N$ different matrices $R$. The star of $G$ is the set of the $m$ distinct vectors $G_1=G,\dots,G_m$ among the $RG$, and the stabilizer $H$ is the set of $R$ with $RG=G$. Lengths are in bohr.

## (a) Action on a plane wave

Find $O_ge_G$, and show that on periodic functions $O_g$ is unitary and is fixed by $R$.

**Solution.** Applying $g_2$ and then $g_1$ gives $R_1(R_2r+t_2)+t_1$, and solving $r'=Rr+t$ for $r$ gives the inverse:

$$g_1g_2=\{R_1R_2|R_1t_2+t_1\},\qquad g^{-1}r=R^{-1}(r-t).$$

The product $g\{E|T\}g^{-1}$ sends $r$ to $R[R^{-1}(r-t)+T]+t=r+RT$. It is a pure translation that leaves the crystal unchanged, so $RT$ is a lattice vector, and by the same argument with $g^{-1}$ so is $R^{-1}T$. Orthogonality gives $RG\cdot T=G\cdot R^{-1}T\in2\pi\mathbb{Z}$, so $RG$ is a reciprocal vector. Then

$$O_ge_G(r)=e^{iG\cdot R^{-1}(r-t)}=e^{iRG\cdot(r-t)}=e^{-iRG\cdot t}\,e_{RG}(r).\tag{1}$$

The phase contains the rotated vector $RG$, and its minus sign comes from the $-t$ in $g^{-1}$.

If $\{R|t\}$ and $\{R|t'\}$ are both symmetries, $\{R|t\}\{R|t'\}^{-1}$ sends $r$ to $r-t'+t$, so $t-t'$ is a lattice vector; here the cell must be primitive. Since $e^{-iRG\cdot T}=1$, the phase in (1) is the same for $t$ and $t'$. One may therefore choose one $t_R$ for each $R$ and write $O_R$, with

$$t_{R_1R_2}=R_1t_{R_2}+t_{R_1}+\text{lattice vector}.\tag{2}$$

From $O_{g_1}O_{g_2}f(r)=(O_{g_2}f)(g_1^{-1}r)=f(g_2^{-1}g_1^{-1}r)$ follows $O_{R_1}O_{R_2}=O_{R_1R_2}$. By (1), $O_R$ permutes the orthonormal basis $e_G$ and attaches factors of modulus one, so it is unitary: $O_R^\dagger=O_R^{-1}=O_{R^{-1}}$.

## (b) The group average

Let $P=N^{-1}\sum_RO_R$ and define the star function $\Phi=Pe_G$. Find the algebraic properties of $P$, and write $\Phi$ as a sum over the distinct members of the star.

**Solution.** For fixed $S$ the products $SR$ run once over the group as $R$ does, and so do the $RS$. Hence $O_SP=N^{-1}\sum_RO_{SR}=P$ and $PO_S=P$. Averaging $O_SP=P$ over $S$ gives $P^2=P$. The inverses also run once over the group, so $P^\dagger=N^{-1}\sum_RO_{R^{-1}}=P$. If $O_Rf=f$ for every $R$ then $Pf=f$, and $O_S(Pf)=Pf$ for any $f$: $P$ is the orthogonal projector onto invariant functions. With (1),

$$\Phi(r)=\frac1N\sum_Re^{-iRG\cdot t_R}\,e^{iRG\cdot r}.\tag{3}$$

Choose for each member an $R_j$ with $R_jG=G_j$, and $R_1=E$. Then $RG=G_j$ is equivalent to $R_j^{-1}RG=G$, that is to $R=R_jh$ with $h\in H$. Each member is reached by $|H|$ operations, and counting all operations gives $m|H|=N$. Collecting equal plane waves in (3),

$$\Phi=\frac1m\sum_{j=1}^m\varphi_j\,e_{G_j},\qquad \varphi_j=\frac mN\sum_{RG=G_j}e^{-iG_j\cdot t_R}=\frac1{|H|}\sum_{h\in H}e^{-iG_j\cdot t_{R_jh}}.\tag{4}$$

## (c) The coefficients

Evaluate $\varphi_j$. Which values can $|\varphi_j|$ take, and what decides between them?

**Solution.** By (2), up to a multiple of $2\pi$,

$$G_j\cdot t_{R_jh}=R_jG\cdot R_jt_h+G_j\cdot t_{R_j}=G\cdot t_h+G_j\cdot t_{R_j}.$$

With $\chi(h)=e^{-iG\cdot t_h}$ this turns (4) into $\varphi_j=e^{-iG_j\cdot t_{R_j}}\,\bar\chi$, where $\bar\chi=|H|^{-1}\sum_h\chi(h)$ is common to all members. For $h_1,h_2\in H$ the same line, with $R_j$ replaced by $h_1$ and $G_j$ by $G$, reads $\chi(h_1h_2)=\chi(h_1)\chi(h_2)$: $\chi$ is a one-dimensional representation of $H$. Rearrangement within $H$ gives

$$\chi(h_1)\,\bar\chi=\frac1{|H|}\sum_h\chi(h_1h)=\bar\chi\quad\Rightarrow\quad[\chi(h_1)-1]\,\bar\chi=0 .$$

If $\chi=1$ on all of $H$, then $\bar\chi=1$. If some $\chi(h_1)\ne1$, then $\bar\chi=0$. Thus

$$\varphi_j=e^{-iG_j\cdot t_{R_j}}\ \ (\text{allowed star}),\qquad \varphi_j=0\ \text{ and }\ \Phi\equiv0\ \ (\text{extinct star}).\tag{5}$$

All $|\varphi_j|$ are 1 or all are 0, and in an allowed star $\varphi_1=1$. An extinct star has an operation that returns $e_G$ to itself with a factor different from 1, so the copies cancel in the average. If an origin exists with all $t_R=0$ (a symmorphic group), every star is allowed, and with that choice of origin $\varphi_j=1$; a different origin in general introduces phases, see (f). If $H=\{E\}$, then $m=N$ and the star is allowed in any group.

## (d) Orthogonality and norm

Compute $\langle\Phi_s|\Phi_{s'}\rangle$ for two stars $s$ and $s'$, once from (4) and once from the properties of $P$.

**Solution.** Two stars that share a vector coincide: from $RG=R'G'$ follows $G'=R'^{-1}RG$, so $G'$ and all its images are images of $G$, and the reverse holds likewise. Different stars therefore have no plane wave in common, and

$$\langle\Phi_s|\Phi_{s'}\rangle=\frac1{m_sm_{s'}}\sum_{j,k}\varphi_j^*\varphi'_k\,\delta_{G_jG'_k}=\delta_{ss'}\frac1{m_s^2}\sum_{j=1}^{m_s}|\varphi_j|^2 .$$

The sum is $m_s$ for an allowed star and zero for an extinct one:

$$\langle\Phi_s|\Phi_{s'}\rangle=\frac{\delta_{ss'}}{m_s}\ \ (\text{allowed}),\qquad 0\ \ (\text{extinct}).\tag{6}$$

For the second route, $\langle Pe_G|Pe_{G'}\rangle=\langle e_G|P^\dagger Pe_{G'}\rangle=\langle e_G|Pe_{G'}\rangle=N^{-1}\sum_Re^{-iRG'\cdot t_R}\delta_{G,RG'}$. No term survives if $G$ lies outside the star of $G'$. For $G'=G$ the terms with $R\in H$ survive and give $|H|\bar\chi/N=\bar\chi/m$, in agreement with (6). The functions $\sqrt{m_s}\,\Phi_s$ of allowed stars are orthonormal.

All members have the length $|G|$ because $R$ is orthogonal, but the proof used disjointness and not lengths, so it covers different stars of equal length. It used integration over the whole cell. Over the interstitial region alone the weight is a step function $\Theta(r)$, the Kronecker symbol becomes $\Theta(G_j-G'_k)$, and the orthogonality argument no longer applies.

## (e) Expansion of an invariant function

Let $O_Rf=f$ for all $R$. Relate the Fourier coefficients within a star, and find the expansion of $f$ in star functions, its norm and the number of independent coefficients.

**Solution.** Applying (1) to $f=\sum_Gf(G)e_G$ gives $O_Rf=\sum_Gf(G)e^{-iRG\cdot t_R}e_{RG}$. The coefficient of $e_{RG}$ must equal that in $f$:

$$f(RG)=e^{-iRG\cdot t_R}f(G).\tag{7}$$

For $R=h\in H$ this is $[1-\chi(h)]f(G)=0$, so $f(G)=0$ on an extinct star, and by (7) on all its members. For an allowed star (7) reads $f(G_j)=\varphi_jf(G_s)$, with $G_s$ the representative, so the star contributes $f(G_s)\sum_j\varphi_je_{G_j}=m_sf(G_s)\Phi_s$. Projecting with (6),

$$f=\sum_{s\ \rm allowed}f_s\Phi_s,\qquad f_s=m_sf(G_s)=m_s\langle\Phi_s|f\rangle,\qquad\langle f|f\rangle=\sum_s\frac{|f_s|^2}{m_s}.\tag{8}$$

The allowed $\Phi_s$ are nonzero, orthogonal and span the invariant functions, so within $|G|<G_{\max}$ the rank of $P$ equals the number of allowed stars.

## (f) Conventions hidden in the phases

How does an allowed $\Phi$ change with the representative, under complex conjugation, and with the origin?

**Solution.** *Representative.* From $PO_{R_j}=P$ and $O_{R_j}e_G=\varphi_je_{G_j}$ follows $\Phi=\varphi_jPe_{G_j}$, so $Pe_{G_j}=\varphi_j^*\Phi$. The function changes by a constant phase and its norm stays.

*Conjugation.* $O_R$ moves the argument and commutes with conjugation, so $\Phi^*=Pe_{-G}$. If $-G$ is a member with phase $\varphi_-$, then $\Phi^*=\varphi_-^*\Phi$. For real $f$, $f(-G)=f(G)^*$ and (7) give $f_s^*=\varphi_-f_s$, which fixes the phase of $f_s$ up to a sign. If $-G$ is not a member, $\Phi^*$ belongs to another star and is orthogonal to $\Phi$.

*Origin.* With $r'=r-\tau$ the operation reads $r'\to R(r'+\tau)+t-\tau$, so $t'=t+R\tau-\tau$. Using $R_jG\cdot R_j\tau=G\cdot\tau$,

$$\varphi_j'=e^{-iG_j\cdot t_{R_j}}e^{-iG\cdot\tau}e^{iG_j\cdot\tau}=\varphi_j\,e^{i(G_j-G)\cdot\tau}.\tag{9}$$

For $h\in H$ the extra factor is $e^{i(G-G)\cdot\tau}=1$, so $\chi$ and the extinctions do not depend on the origin. If the origin is an inversion centre, $\{-E|0\}$ gives $\varphi_-=1$ and $\Phi$ is real, so its coefficient at $-G_j$ is $\varphi_j^*/m$. Invariance $\Phi(-r)=\Phi(r)$ makes the same coefficient $\varphi_j/m$. Hence $\varphi_j$ is real and equals $\pm1$.

## (g) The diamond structure

Atoms sit at $0$ and $a(\frac14,\frac14,\frac14)$ on an fcc lattice with primitive vectors $\frac a2(0,1,1)$ and permutations; $G=\frac{2\pi}a(h,k,l)$. Find the extinct stars and the phases of the star (111), with the origin on an atom and at the bond centre $\tau=\frac a8(1,1,1)$.

**Solution.** The conditions $\pi(k+l),\pi(h+l),\pi(h+k)\in2\pi\mathbb{Z}$ make $h,k,l$ all even or all odd. The 48 cubic matrices are permutations of the axes combined with three signs. The four bonds from the atom at the origin point along $(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$, $(-1,-1,1)$, the diagonals with $xyz>0$. The 24 matrices $S$ with sign product $+1$ permute these bonds and have $t=0$. Inversion through $\tau$, $r\to-r+2\tau$, exchanges the two atoms, and following $S$ by it gives $\{-S|2\tau\}$: the 24 matrices with sign product $-1$ have $t=2\tau=a(\frac14,\frac14,\frac14)$.

A matrix of the second kind reverses the sign of the product $hkl$, so it can fix $G$ only if $hkl=0$. Conversely, if $l=0$ the glide with $R=\mathrm{diag}(1,1,-1)$ fixes $G$. In that case all indices are even and $\chi=e^{-iG\cdot2\tau}=e^{-i\pi(h+k+l)/2}=\pm1$. A star is therefore extinct if and only if at least one index is zero and $h+k+l\equiv2\pmod4$. This removes (200) and (420) and keeps (220) and (400). The computed stabilizer of (200) has four elements with $\chi=+1$ and four with $\chi=-1$; that of (420) has one of each.

The star (111) has $m=8$, $|H|=48/8=6$ and norm $1/8=0.125$. The four members with $hkl=+1$ are reached with $t=0$ and have $\varphi=1$. The others have $\varphi=e^{-i\pi(h+k+l)/2}$, which is $e^{3\pi i/2}=-i$ for $(\bar1\bar1\bar1)$ and $e^{-i\pi/2}=-i$ for $(11\bar1)$ and its permutations. At the bond centre (9) multiplies by $e^{i\pi(h+k+l-3)/4}$. This gives $(-i)e^{-3\pi i/2}=(-i)(i)=+1$ for $(\bar1\bar1\bar1)$, $(-i)e^{-i\pi/2}=-1$ for $(11\bar1)$, and $1\cdot e^{-i\pi}=-1$ for $(1\bar1\bar1)$: real signs, as (f) requires. The sign in (1) matters here: with the origin on an atom, the largest $|\Phi(gr)-\Phi(r)|$ over one sample of 40 random points is 1.268 with conjugated phases and 0.897 with no phases. The values depend on the sample, but both are of order one, whereas the correct phases give zero.

The stars (511), with $m=24$, and (333), with $m=8$, share $|G|^2=10.6592$ bohr$^{-2}$ for $a=10$ bohr. No signed permutation connects them, so they are orthogonal, with norms $1/24=0.041667$ and $0.125$.

## (h) A model density

Take $a=10$ bohr ($\Omega=a^3/4=250$ bohr$^3$) and place normalized Gaussians $q(\alpha/\pi)^{3/2}e^{-\alpha|r-p|^2}$ on each atom ($q=3$ e, $\alpha=0.4$ bohr$^{-2}$) and on the four bond centres $\frac a8(1,1,1)$, $\frac a8(1,-1,-1)$, $\frac a8(-1,1,-1)$, $\frac a8(-1,-1,1)$ ($q=0.5$ e, $\alpha=1.0$ bohr$^{-2}$). With the origin on an atom, find $f_s$ for (000), (111), (200) and (222).

**Solution.** The cell integral of a lattice sum times $e^{-iG\cdot r}$ equals the integral of one Gaussian over all space. With $u=r-p$, completing the square, $-\alpha u^2-iG\cdot u=-\alpha(u+iG/2\alpha)^2-G^2/4\alpha$, leaves a normalized Gaussian integral (the imaginary shift is removed by moving the contour of an entire integrand), so

$$\rho(G)=\frac1\Omega\sum_pq_p\,e^{-G^2/4\alpha_p}\,e^{-iG\cdot p}.$$

For (000), $f_s=(2\cdot3+4\cdot0.5)/250=0.032$ e/bohr$^3$.

For (111), $G^2=1.1844$ bohr$^{-2}$ and the Gaussian factors are 0.477009 (atom) and 0.743722 (bond). The atoms give $1+e^{-3\pi i/2}=1+i$. The bonds give $e^{-3\pi i/4}+3e^{i\pi/4}=(-1+3)(1+i)/\sqrt2=1.4142\,(1+i)$. Then

$$\rho(G)=\frac{3\cdot0.477009+0.5\cdot0.743722\cdot1.4142}{250}(1+i)=0.0078277\,(1+i),$$

and $f_s=8\rho(G)=0.06262\,(1+i)$ e/bohr$^3$.

For (200), the atoms give $1+e^{-i\pi}=0$ and the bonds $2e^{-i\pi/2}+2e^{i\pi/2}=0$. Both vanish, as (7) demands of any invariant function.

For (222), the atoms give $1+e^{-3\pi i}=0$, but the star is allowed since $hkl\ne0$. The bonds give $e^{-3\pi i/2}+3e^{i\pi/2}=4i$, so $\rho(G)=0.5\cdot0.305944\cdot4i/250=0.0024476\,i$ and $f_s=8\rho(G)=0.01958\,i$ e/bohr$^3$. Inversion through $\tau$ makes the second atomic charge the image of the first, so if $\rho_A(G)$ is the contribution of the atom at the origin, the pair gives $\rho_A(G)+e^{-iG\cdot2\tau}\rho_A(-G)$, which for (222) is $\rho_A(G)-\rho_A(-G)$. This vanishes for a spherical charge, but the tetrahedral site symmetry contains no operation taking (222) to $(\bar2\bar2\bar2)$, so symmetry does not enforce the zero. In this model the whole coefficient comes from the bond charge.

The phases follow from (f). Inversion gives $\varphi_-=e^{+i\pi(h+k+l)/2}$, and $f_s^*=\varphi_-f_s$ means $\arg f_s=-\pi(h+k+l)/4$ modulo $\pi$. This is the direction $1+i$ for (111), (331) and (511), $i$ for (222), $1-i$ for (311) and (333), and the real axis for (220), (400) and (422), as in the computed list.

For $h^2+k^2+l^2\le27$ the 169 plane waves form 12 stars, and $P$ has rank $12-2=10$. Their sum at the bond centre is 0.1190 e/bohr$^3$, which is 0.0126 e/bohr$^3$ or about 10% below the direct lattice sum 0.1316 e/bohr$^3$ (0.888 e/Å$^3$). For $h^2+k^2+l^2\le250$, 4111 plane waves form 140 stars, 126 of them allowed, and the star sum 0.131605 e/bohr$^3$ matches the lattice sum in all digits shown. The norm in (8) gives $2.2144\times10^{-3}$ e$^2$/bohr$^6$, as does quadrature of $\rho^2$.

## (i) A screw axis

On a hexagonal lattice ($a=8$, $c=10$ bohr) atoms sit at fractional positions $(u,0,\frac13)$, $(0,u,\frac23)$, $(-u,-u,0)$ with $u=0.2$; the space group P3$_1$21 has $N=6$. With $hkl$ now the indices in the reciprocal basis, find the extinct stars, one phase of the star (101), and whether (110) contains $-G$.

**Solution.** The screw $(x,y,z)\to(-y,\,x-y,\,z+\frac13)$ carries each atom to the next, and the twofold rotation $(x,y,z)\to(y,x,-z)$, with $t=0$, exchanges the first two and fixes the third. They generate the six operations, and by (2) every $t_R$ points along $c$. The threefold rotations fix the vectors $(00l)$ and no others. For these, with $l\neq0$, $H$ has three elements and $3\bar\chi=1+\omega+\omega^2$ with $\omega=e^{-2\pi il/3}$, which is 3 for $l=3n$ and $(1-\omega^3)/(1-\omega)=0$ otherwise. A vector fixed by a twofold rotation lies along its axis in the basal plane, so $G\cdot t_R=0$ and $\chi=1$. The extinct stars are therefore $(00l)$ with $l\neq3n$: (001) and (002) vanish, and (003) has $m=2$ and norm 0.5.

The indices of $RG$ follow from $RG\cdot Rr=G\cdot r$: $h'(-y)+k'(x-y)=hx+ky$ gives $k'=h$, $h'=-h-k$, and $l'=l$. The screw sends (101) to $(\bar111)$ with $\varphi=e^{-2\pi i/3}$, a phase of 240°. The same rule sends (110) to $(\bar210)$ and then to $(1\bar20)$, while the twofold rotation, which maps $(hkl)$ to $(kh\bar l)$, fixes it. Hence $m=6/2=3$, the norm is $1/3$, and $(\bar1\bar10)$ is not a member, so $\Phi_{110}$ is orthogonal to its complex conjugate.

The numerical check builds $P$ for both structures from mapped grid points and reproduces (6) with an absolute error in the Gram matrix of about $2\times10^{-16}$.

## Computed results

```
diamond model: a = 10.0 bohr, Omega = 250.0 bohr^3, 2pi/a = 0.628319 1/bohr
operations N = 48, with fractional translation = 24
atom Gaussian 3.0 e, 0.4 1/bohr^2; bond Gaussian 0.5 e, 1.0 1/bohr^2
hkl, |G|^2 (1/bohr^2), m, |H|, <Phi|Phi> by quadrature, f_s (e/bohr^3)
(0, 0, 0) 0.0000 1 48 1.000000 +0.032000+0.000000i
(1, 1, 1) 1.1844 8 6 0.125000 +0.062621+0.062621i
(2, 0, 0) 1.5791 6 8 0.000000 +0.000000+0.000000i
(2, 2, 0) 3.1583 12 4 0.083333 +0.040006+0.000000i
(3, 1, 1) 4.3426 24 2 0.041667 -0.003839+0.003839i
(2, 2, 2) 4.7374 8 6 0.125000 +0.000000+0.019580i
(4, 0, 0) 6.3165 6 8 0.166667 -0.007117+0.000000i
(3, 3, 1) 7.5009 24 2 0.041667 +0.013059+0.013059i
(4, 2, 0) 7.8957 24 2 0.000000 +0.000000+0.000000i
(4, 2, 2) 9.4748 24 2 0.041667 +0.001544+0.000000i
(5, 1, 1) 10.6592 24 2 0.041667 -0.004357-0.004357i
(3, 3, 3) 10.6592 8 6 0.125000 -0.001452+0.001452i
plane waves 169, stars 12, rank of P 10, max Gram error 2.2e-16
(2, 0, 0) stabilizer: chi=+1 count 4, chi=-1 count 4
(4, 2, 0) stabilizer: chi=+1 count 1, chi=-1 count 1
(2, 2, 0) stabilizer: chi=+1 count 4, chi=-1 count 0
star (111): member, phase (deg) origin on atom, origin at bond centre
(1, 1, 1) 0 0
(1, -1, -1) 0 180
(-1, -1, -1) 270 0
(1, 1, -1) 270 180
(1, -1, 1) 270 180
(-1, 1, -1) 0 180
(-1, -1, 1) 0 180
(-1, 1, 1) 270 180
(111) max |Phi(gr)-Phi(r)|: reversed phases 1.268, no phases 0.897
(1, 1, 1) exp(-G^2/4alpha): atom 0.477009, bond 0.743722
(1, 1, 1) sum exp(-iG.p): atoms +1.0000+1.0000i bonds +1.4142+1.4142i
(1, 1, 1) rho(G) = +0.0078277+0.0078277i e/bohr^3
(2, 2, 2) exp(-G^2/4alpha): atom 0.051773, bond 0.305944
(2, 2, 2) sum exp(-iG.p): atoms +0.0000+0.0000i bonds +0.0000+4.0000i
(2, 2, 2) rho(G) = +0.0000000+0.0024476i e/bohr^3
h2+k2+l2 <= 250: plane waves 4111, stars 140, allowed 126
rho(bond centre): stars to 27 0.119034, to 250 0.131605 e/bohr^3
rho(bond centre) lattice sum 0.131605 e/bohr^3 = 0.88811 e/A^3
<rho^2>: quadrature 2.21443547e-03, star sum 2.21443547e-03 e^2/bohr^6
trigonal model: a = 8.0, c = 10.0 bohr, u = 0.2, N = 6, Gmax = 2.2 1/bohr
plane waves 97, stars 20, rank of P 18, max Gram error 2.3e-16
hkl, m, |H|, <Phi|Phi> by quadrature, -G in star
(0, 0, 1) 2 3 0.000000 True
(1, 0, 0) 6 1 0.166667 True
(1, 0, 1) 6 1 0.166667 True
(0, 0, 2) 2 3 0.000000 True
(1, 1, 0) 3 2 0.333333 False
(1, 1, 1) 6 1 0.166667 False
(0, 0, 3) 2 3 0.500000 True
star (101) phases (deg): (1, 0, 1):0 (-1, 0, -1):120 (0, -1, 1):120
star (101) phases (deg): (-1, 1, 1):240 (0, 1, -1):0 (1, -1, -1):240
(101) max |Phi(gr)-Phi(r)| with reversed phases 1.545
```
